# In-plane phonon suppression in anisotropic films with diffuse surfaces

## Four modes in a film

A film occupies $0<z<L$. Heat is carried by four phonon modes of equal frequency and lifetime $\tau$, with velocities $(\pm v_x,\pm v_z)$ in all four sign combinations. The temperature rises uniformly along $x$ with gradient $G$. Each surface absorbs the modes that reach it and re-emits phonons with no memory of their in-plane direction.

Follow a mode with $v_z>0$. It leaves the lower surface in local equilibrium and relaxes towards its bulk deviation. Let $\varphi(z)$ be its deviation from local equilibrium at height $z$, expressed as a temperature. If the temperature does not vary across the film, then

$$v_z\frac{d\varphi}{dz}+v_xG=-\frac{\varphi}{\tau},\qquad \varphi(0)=0 .$$

The constant $-v_x\tau G$ solves the equation, and the homogeneous solution decays as $e^{-z/(v_z\tau)}$. The condition at $z=0$ fixes its amplitude:

$$\varphi(z)=-v_x\tau G\left[1-e^{-z/(v_z\tau)}\right].$$

The partner with velocity $(-v_x,v_z)$ has the opposite $\varphi$ at every height. Together the two bring no net energy deviation to any point or to the upper surface, so a uniform temperature across the film was a consistent assumption. The same holds for the two downward modes.

The in-plane velocity enters only the prefactor. The approach to bulk behaviour is set by $v_z\tau$, the distance travelled along the normal in one lifetime. With $v_z\tau=20$ nm and $L=50$ nm, averaging the bracket over the thickness gives

$$1-\frac{1-e^{-2.5}}{2.5}=0.633 .$$

Each mode carries 63% of its bulk current, whatever the value of $v_x$.

## Transport equation and surfaces

For a real spectrum, label the modes by $m$ and write the occupation as

$$n_m=n_0(\omega_m,T_0+Gx)+\frac{\partial n_0}{\partial T}\,\varphi_m(z).$$

Let $C_m=\hbar\omega_m(\partial n_0/\partial T)/V$ be the heat capacity of the mode per unit volume, where $V$ is the crystal volume. The local temperature is $T_0+Gx+\theta(z)$. The assumptions are a steady state, a small uniform gradient, the relaxation-time approximation, no coherence between modes, and bulk velocities and lifetimes inside the film. To first order in $G$,

$$v_z\frac{\partial\varphi_m}{\partial z}+v_xG=-\frac{\varphi_m-\theta}{\tau_m}. \tag{1}$$

The velocity components also belong to mode $m$; their index is suppressed. Scattering conserves energy, which determines $\theta$:

$$\sum_m \frac{C_m(\varphi_m-\theta)}{\tau_m}=0. \tag{2}$$

A diffuse surface emits all outgoing modes of one frequency with a common deviation $\Theta(\omega)$ and passes no net energy at that frequency. At $z=0$,

$$\Theta_0(\omega)\sum_{v_z>0}C_m|v_z|=\sum_{v_z<0}C_m|v_z|\,\varphi_m(0), \tag{3}$$

where both sums run over modes of frequency $\omega$. The condition at $z=L$ has the two signs of $v_z$ exchanged.

## The pairing condition

The four-mode argument carries over if, at each frequency, modes with the same $v_z$ and $\tau$ occur in equal numbers with $+v_x$ and $-v_x$. This is the pairing condition.

Time reversal alone does not supply it, because it turns $(v_x,v_y,v_z)$ into $(-v_x,-v_y,-v_z)$ and so reverses $v_z$ too. Any one of the following symmetries is sufficient in addition:

- A mirror plane normal to $x$ reverses $v_x$ directly.
- A twofold axis along $z$ reverses $v_x$ and $v_y$ and keeps $v_z$.
- A mirror plane normal to $z$ reverses $v_z$. Time reversal then restores $v_z$ and reverses $v_x$.
- A twofold axis along $x$ reverses $v_y$ and $v_z$. Time reversal then restores both and reverses $v_x$.

The lifetimes must respect the same symmetry. These are symmetries of the crystal as oriented in the film, so one material may satisfy the condition for one cut and violate it for another.

## Solution for paired modes

Set $\theta=0$ and $\Theta=0$ at both surfaces. Define

$$\Lambda_z=|v_z|\tau,$$

and let $d$ be the normal distance from the surface that the mode has left: $d=z$ for $v_z>0$ and $d=L-z$ for $v_z<0$. In both cases $v_z\,\partial/\partial z=|v_z|\,\partial/\partial d$, so equation (1) gives

$$\varphi_m=-v_x\tau G\left(1-e^{-d/\Lambda_z}\right). \tag{4}$$

Equations (2) and (3) must still hold. At fixed frequency, $v_z$ and $\tau$, expression (4) is odd in $v_x$, while the weights $C_m/\tau_m$ and $C_m|v_z|$ are even. Pairing therefore makes both sums vanish, and (4) solves the complete problem.

It is also the solution, apart from a common temperature shift. The difference of two solutions obeys (1) with $G=0$. Multiply that equation by $C_m\varphi_m$, sum over modes and integrate over $z$. Equation (2) allows $\varphi_m(\varphi_m-\theta)$ to be replaced by $(\varphi_m-\theta)^2$ in the sum, so

$$\frac12\left[\sum_m C_mv_z\varphi_m^2\right]_0^L=-\int_0^L\sum_m\frac{C_m(\varphi_m-\theta)^2}{\tau_m}\,dz .$$

At each surface and frequency, $\Theta$ is the flux-weighted mean of the incident deviations. The square of a mean does not exceed the mean of the square, so the emitted part of $\sum C_m|v_z|\varphi_m^2$ does not exceed the incident part. The left side is then non-negative, while the right side is non-positive. Both vanish, so $\varphi_m=\theta$ for every mode. Equation (1) then makes $\theta$ constant. A constant shift carries no current, because time reversal gives $\sum_m C_mv_x=0$.

## Suppression factor and film conductivity

The thickness average of the bracket in (4) is the same for both signs of $v_z$:

$$S=\frac1L\int_0^L\left(1-e^{-d/\Lambda_z}\right)dd
=1-\frac{\Lambda_z}{L}\left(1-e^{-L/\Lambda_z}\right).$$

With $X=L/\Lambda_z$,

$$\boxed{S(X)=1-\frac{1-e^{-X}}{X}}. \tag{5}$$

The averaged heat current density is $\sum_m C_mv_x\bar\varphi_m$, where the bar denotes the thickness average. Since $\bar\varphi_m=-v_x\tau G\,S$, dividing by $-G$ gives

$$\kappa_{\rm film}=\sum_m C_mv_x^2\tau_m\,S\!\left(\frac{L}{|v_z|\tau_m}\right). \tag{6}$$

Removing $S$ gives the bulk value $\kappa_{xx}$. For a film with unit normal $\hat{\mathbf n}$ and heat flow along the unit vector $\hat{\mathbf e}$, use $v_z=\mathbf v\cdot\hat{\mathbf n}$ and $v_x=\mathbf v\cdot\hat{\mathbf e}$.

Three modes with no $y$ velocity show what the factor distinguishes. For $L=50$ nm:

- Paths of 60 nm along $x$ and 20 nm along $z$ have total length 63.2 nm and give $S=0.633$.
- Paths of 10 nm along $x$ and 20 nm along $z$ have total length 22.4 nm and also give $S=0.633$.
- Paths of 20 nm along $x$ and 60 nm along $z$ have total length 63.2 nm and give $S=0.322$.

The first and third modes have equal total paths but unequal suppression.

### Thick and thin films

For $X\gg1$ the exponential is negligible and $S\simeq1-1/X$. The loss is $\Lambda_z/L$: each mode loses the equivalent of one normal path of film.

For $X\ll1$, use $1-e^{-X}=X-X^2/2+X^3/6-\cdots$. Then

$$S=\frac X2-\frac{X^2}{6}+\frac{X^3}{24}-\cdots .$$

The leading contribution of a mode to (6) is $C_mv_x^2L/(2|v_z|)$. The lifetime has cancelled, because the flight between surfaces limits the mode. This limit requires $L\ll\Lambda_z$ for the mode concerned. However thin the film, modes travelling close enough to its plane violate that inequality, and they need the full function.

### Evaluating the sum

In floating-point arithmetic, $S=1+\operatorname{expm1}(-X)/X$ avoids the cancellation in $1-e^{-X}$. A second cancellation remains at very small $X$, where the three series terms above are preferable. Their relative truncation error is about $X^3/60$, so in double precision they become the more accurate choice below about $X=3\times10^{-4}$. A mode with $v_z=0$ has infinite $X$ and takes $S=1$.

## Ellipsoidal dispersion

The sum can be done in closed form for

$$\omega^2=v_a^2k_a^2+v_b^2k_b^2+v_c^2k_c^2 .$$

Define $s_i=v_ik_i/\omega$, so that $|\mathbf s|=1$. The group velocity is

$$\frac{\partial\omega}{\partial k_i}=\frac{v_i^2k_i}{\omega}=v_is_i .$$

The variables $q_i=v_ik_i$ differ from $k_i$ by constant factors, and constant frequency means constant $|\mathbf q|$. The modes of one frequency are therefore uniformly distributed in the direction $\mathbf s$.

Take one lifetime $\tau$ and total heat capacity $C$ per volume. Let heat flow along $a$. Since $\langle s_a^2\rangle=1/3$, the bulk conductivity is $Cv_a^2\tau/3$. Let the normal be another principal axis, with speed $v_n$, and put

$$\mu=|s_n|,\qquad \delta=\frac{L}{v_n\tau},\qquad X=\frac{\delta}{\mu}.$$

At fixed $\mu$, the average of $s_a^2$ around the normal is $(1-\mu^2)/2$. Dividing the film sum by the bulk value gives

$$F(\delta)=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right]d\mu .$$

The integrals without exponentials are $\int_0^1(1-\mu^2)d\mu=2/3$ and $\int_0^1(\mu-\mu^3)d\mu=1/4$. For the others, $t=1/\mu$ gives

$$\int_0^1\mu e^{-\delta/\mu}d\mu=\int_1^\infty\frac{e^{-\delta t}}{t^3}dt=E_3(\delta),$$

and likewise the integral with $\mu^3$ is $E_5(\delta)$. Hence

$$F(\delta)=1-\frac{3}{8\delta}+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right]. \tag{7}$$

The in-plane speeds have cancelled from the ratio.

For $\delta\ll1$, grazing modes leave a logarithm. The range $\mu<\delta$ contributes an amount of order $\delta$, since $S\le1$. For $\mu>\delta$, the leading term $S\simeq\delta/(2\mu)$ gives

$$F\simeq\frac32\int_\delta^1\frac{\delta}{2\mu}\,d\mu=\frac{3\delta}{4}\ln\frac1\delta ,$$

with corrections of order $\delta$. Within this constant-lifetime model, the conductivity falls more slowly than linearly with thickness.

## Two cuts of one model crystal

Choose $v_a=v_b=4$ km/s, $v_c=1$ km/s, $\tau=20$ ps, $C=1.2$ MJ/(m³ K) and $L=50$ nm. In these units the powers of ten in $Cv^2\tau$ cancel: $10^6\times(10^3)^2\times10^{-12}=1$. The bulk conductivity along $a$ is

$$\frac{1.2\times4^2\times20}{3}=128\ \text{W/(m K)}.$$

With the normal along $c$, $v_n\tau=20$ nm and $\delta=50/20=2.5$. Equation (7) gives $F=0.853$, so the film conductivity is 109 W/(m K). The thick-film estimate $1-3/(8\delta)=0.85$ is already close.

With the normal along $b$, $v_n\tau=80$ nm and $\delta=0.625$. Now $F=0.575$, and the conductivity is 73.6 W/(m K). The thick-film estimate would be 0.40, so the exponential integrals are needed.

Heat flows along the same crystal axis in both films, and their bulk conductivities agree. The different reductions come from the normal path. The slow axis along the normal protects the in-plane current, because phonons take longer to reach a surface.

A finite-difference solution of (1)–(3) tests these statements without assuming the exponential form or a uniform temperature across the film. It gives 109.1 and 73.5 W/(m K) for the two cuts. Halving the in-plane speed $v_a$ in the first film leaves the ratio at 0.853.

A further test, with normal $c$, uses direction-dependent lifetimes $\tau=(20\ \text{ps})(0.5+s_a^2)$. Over 4608 modes, the largest absolute deviation from (5) is $5\times10^{-6}$. Among modes with $\Lambda_z$ within 2% of 10 nm, total paths run from 10 to 90 nm, yet $S$ varies by 0.008. This agrees with the variation expected from the width of the window: for these modes $S\simeq1-\Lambda_z/L$, and $0.4/50=0.008$. Among modes with total path within 2% of 50 nm, $S$ varies by 0.24.

## When pairing is lost

Pairing is sufficient but not necessary. The sums (2) and (3) vanish whenever $\sum C_mv_x=0$ within each group of modes of equal frequency, $v_z$ and $\tau$. A threefold axis along $z$ gives this without pairing, for example with $v_x$ in the ratio $2:-1:-1$, and (4)–(6) then still hold. When these group sums do not vanish, inserting (4) into the energy sum (2) in general leaves a remainder. Time reversal gives $\sum_m C_mv_x=0$ and converts the sum over downward modes into minus a sum over upward ones. Apart from the factor $-G$, the remainder is

$$\sum_{v_z>0}C_mv_x\left[e^{-(L-z)/\Lambda_z}-e^{-z/\Lambda_z}\right].$$

It vanishes at mid-film but in general not elsewhere. Among the upward phonons, the excess energy brought from the hot side no longer cancels the deficit brought from the cold side. The downward phonons have the opposite imbalance, but away from mid-film they are at a different distance from the surface they left, so the two imbalances do not cancel. Where the remainder is non-zero, the assumption $\theta=0$ fails and a transverse temperature profile must form. Pairing implies $\kappa_{xz}=\sum_m C_mv_xv_z\tau_m=0$, so a non-zero bulk $\kappa_{xz}$ signals its loss. A zero value does not establish pairing, since it constrains one weighted sum and not each group of modes.

### A tilted ellipsoid

For the ellipsoidal model with constant lifetime, the tilted film can still be solved. In terms of the crystal direction $\mathbf s$, write $v_z=\mathbf a\cdot\mathbf s$ and $v_x=\mathbf b\cdot\mathbf s$, with constant vectors $\mathbf a$ and $\mathbf b$. Put

$$r=\frac{\kappa_{xz}}{\kappa_{zz}}=\frac{\mathbf a\cdot\mathbf b}{|\mathbf a|^2},\qquad u=v_x-rv_z=(\mathbf b-r\mathbf a)\cdot\mathbf s .$$

The vector $\mathbf b-r\mathbf a$ is perpendicular to $\mathbf a$. At fixed $v_z$, values $+u$ and $-u$ therefore occur equally often. Now separate a linear temperature profile:

$$\theta=-rG\left(z-\frac L2\right),\qquad \varphi_m=\theta+\psi_m .$$

The derivative of $\theta$ contributes $-rv_zG$ to (1), which becomes

$$v_z\frac{\partial\psi_m}{\partial z}+uG=-\frac{\psi_m}{\tau}.$$

This is the earlier problem with $u$ in place of $v_x$. At each surface $\theta$ is a constant, which diffuse emission can match, so $\psi_m$ starts from zero there. The energy and surface sums vanish because $u$ is paired. The linear profile averages to zero over the thickness, leaving

$$\bar\varphi_m=-u\tau G\,S(X). \tag{8}$$

In the current, write $v_x=u+rv_z$. The product $v_zu$ sums to zero by pairing, so

$$\kappa_{\rm film}=\sum_m C_mu^2\tau S
=\left(\kappa_{xx}-\frac{\kappa_{xz}^2}{\kappa_{zz}}\right)F\!\left(\frac{L}{w\tau}\right),\qquad w=|\mathbf a|. \tag{9}$$

The prefactor follows from $\sum_m C_mu^2\tau=\kappa_{xx}-2r\kappa_{xz}+r^2\kappa_{zz}$. The function $F$ returns because $v_z=w\,\hat{\mathbf a}\cdot\mathbf s$ and $u$ is perpendicular to it in $\mathbf s$ space.

The meaning of "bulk" now matters. Relative to a bulk mode driven by a gradient along $x$ alone, the factor is $(1-rv_z/v_x)S$, which depends on direction as well as on $X$. Relative to bulk with zero normal heat flux, where the transverse gradient is already present, the factor is again $S$. This second statement has been shown for the ellipsoidal model. For other crystals whose group sums of $C_mv_x$ do not vanish, $\theta(z)$ and the surface deviations must in general be solved together with the modes.

Tilt the model crystal by 30° in the $a$–$c$ plane, with $x$ and $z$ starting along $a$ and $c$. The bulk components $xx$, $xz$ and $zz$ are 98.0, −52.0 and 38.0 W/(m K), so $r=-1.37$. The bulk value at zero normal flux is

$$98.00-\frac{51.96^2}{38.00}=26.95\ \text{W/(m K)}.$$

Here $w=2.18$ km/s, $L/(w\tau)=1.15$ and $F=0.714$. Equation (9) gives 19.2 W/(m K), as does the coupled numerical solution. Applying (6) without the correction gives 54.8 W/(m K), about 2.8 times too much. The transverse temperature gradient is 1.37 times the imposed one.

The correction does not disappear in a thick film. At $L=2000$ nm the numerical conductivity is 26.7 W/(m K), close to 26.95 and far from 98.0. The surfaces still forbid a net normal flux, however far apart they are.

## Partly specular surfaces

Suppose a fraction $p$ of each incident deviation is reflected into a mode with the same $v_x$ and $\tau$ and opposite $v_z$, and the rest is diffuse. Pairing is assumed, with equal $p$ for paired modes. Write $\varphi=-v_x\tau G(1-Ae^{-d/\Lambda_z})$. The surface condition is

$$1-A=p\left(1-Ae^{-X}\right)\quad\Rightarrow\quad A=\frac{1-p}{1-pe^{-X}},$$

and the averaged factor becomes $1-A(1-e^{-X})/X$. It reduces to (5) at $p=0$ and to 1 at $p=1$. If $p$ varies between modes, $X$ alone no longer fixes the suppression.

The derivation also relies on each mode relaxing independently to the local temperature. Scattering that preserves a collective phonon drift couples the modes beyond (1), and confinement that changes the spectrum alters $v_z$ and $\tau$ themselves. Equation (5) with bulk inputs is not justified in those regimes. The remaining numerical values are in the numerical output.

## Values computed for the example and the checks

```
Speeds along a, b, c: 4.0, 4.0, 1.0 km/s
Lifetime: 20.0 ps
Heat capacity: 1.2 MJ/(m^3 K)
Film thickness L: 50.0 nm
Sample modes: x path, normal path, total path (nm), X, S
  60, 20, 63.25, 2.5000, 0.6328
  10, 20, 22.36, 2.5000, 0.6328
  20, 60, 63.25, 0.8333, 0.3215
Solver with direction-dependent lifetimes:
  number of modes: 4608
  largest error of S (no unit): 4.7e-06
  normal path 10 nm within 2%: spread of S 0.0075
    total paths there: 10.2 to 90.3 nm
  total path 50 nm within 2%: spread of S 0.2391
Bulk conductivity along a: 128.00 W/(m K)
Normal c: L/(v_normal tau) = 2.5000
  film/bulk ratio, formula: 0.8526
  film conductivity, formula: 109.14 W/(m K)
  film conductivity, solver: 109.12 W/(m K)
Normal b: L/(v_normal tau) = 0.6250
  film/bulk ratio, formula: 0.5748
  film conductivity, formula: 73.57 W/(m K)
  film conductivity, solver: 73.53 W/(m K)
Normal c, in-plane speed halved, solver ratio: 0.8525
Tilt angle: 30.0 degrees
  bulk xx, xz, zz: 98.00, -51.96, 38.00 W/(m K)
  r = xz/zz: -1.3674
  bulk value at zero normal flux: 26.95 W/(m K)
  w: 2.1794 km/s, L/(w tau): 1.1471
  ratio F: 0.7138
  film, corrected formula: 19.23 W/(m K)
  film, solver: 19.23 W/(m K)
  film, uncorrected formula: 54.78 W/(m K)
  transverse/imposed gradient, solver: 1.3674
  largest relative mode error: 6.5e-06
  solver at L = 2000 nm: 26.73 W/(m K)
```
